Why a harmonic planar channel accepts π/4 of a uniform beam

**Question**

I am working on an exercise about planar channelling and cannot get the stated answer. The potential between two neighbouring atomic planes is taken as a parabola,

U(x) = U0 (2x/d)²,

with x measured from mid-channel and the planes at x = ±d/2. The mid-channel critical angle is ψc = √(U0/E), where E is the ion energy. A beam fills the whole width of the channel uniformly, and all angles up to ψc. I am to show that the fraction π/4 is accepted.

My first thought was that every ion has an angle below the critical one, so all of them should be accepted. Then I saw that an ion entering off-centre already has some potential energy, so I replaced U(x) by its average over the channel, U0/3. That lowers the angular limit to √(2/3) ψc and gives a fraction 0.816, which is close to π/4 = 0.785 but is not π/4. Where does the circle come from, and what is wrong with my average? I would also like to know how far to trust the number for a real implant, say boron into silicon.

**Answer**

Your second thought is the right one: the angular limit depends on the entry point. The average has to be taken over the limiting angle itself, and that angle is a square root of an energy. The mean of a square root differs from the square root of the mean.

**What is being counted**

Let ψ be the angle between the ion's velocity and the planes, with a sign that tells which plane the ion heads for. It is a projected angle, since motion parallel to the planes does not matter here. "All angles up to ψc" is read as a uniform distribution over −ψc ≤ ψ ≤ ψc.

The entry point and the angle must also be independent, so that the beam fills the rectangle |x| ≤ d/2, |ψ| ≤ ψc evenly. This is reasonable because a beam spot is enormously wider than d, so each direction in the beam arrives at all values of x. Separate uniformity would not be enough. If the two were locked together by ψ/ψc = 2x/d, each would still be uniform, but the fraction would be 1/√2, as the condition derived below shows.

An ion is accepted if its later path never reaches a plane. The motion is classical and non-relativistic, the angles are small, no low-index axis lies near the beam direction, and energy loss and scattering are left out for now.

**The condition for one ion**

The force acts along x alone, so the velocity along the channel stays constant. For an ion of mass M,

M d²x/dt² = −dU/dx = −8U0 x/d².

Multiply by dx/dt. The left side becomes the time derivative of ½M(dx/dt)², and the right side becomes −dU/dt along the path. Hence the transverse energy

E⊥ = ½M(dx/dt)² + U(x)

is conserved. At entry the transverse velocity is v sin ψ, and ½Mv² = E, so

E⊥ = E sin²ψ + U(x) ≈ Eψ² + U0 (2x/d)².

The replacement of sin²ψ by ψ² has a relative error of about ψ²/3, which is negligible at the milliradian angles of channelling.

To see that this energy decides the ion's fate, solve for the path. Let z be the depth along the channel. With z ≈ vt, we have d²x/dt² = v² d²x/dz², and Mv² = 2E, so

d²x/dz² = −(8U0/(2E d²)) x = −(4U0/(E d²)) x = −κ² x,

κ = (2/d)√(U0/E) = 2ψc/d.

For an ion that enters at x₀ with slope ψ, the solution is

x(z) = x₀ cos κz + (ψ/κ) sin κz.

This is a sinusoid of wavelength

λ = 2π/κ = πd/ψc

and amplitude A, where

A² = x₀² + ψ²/κ² = x₀² + (d/2)² (ψ/ψc)².

The path reaches its full amplitude on both sides within one wavelength. The ion therefore misses the planes if and only if A < d/2. Divide by (d/2)² and introduce the scaled variables

X = 2x₀/d,  Y = ψ/ψc.

The condition becomes

X² + Y² < 1.

This is the circle you were looking for. It is the statement E⊥ < U0 written in scaled variables: X² is the potential energy at entry and Y² is the transverse kinetic energy, both in units of U0. At X = 0 the limit is |Y| = 1, which is why ψc is called the mid-channel critical angle. At |X| = 1 no angle is left.

**The fraction**

In the scaled variables the beam fills the square |X| ≤ 1, |Y| ≤ 1, whose area is 4. The accepted ions fill the unit disc inside it, whose area is π. Since the filling is even, the fraction is the ratio of areas:

F = π/4.

The same result follows from your approach if the average is taken over the limiting angle. At a given X the accepted angles are |Y| < √(1 − X²), out of |Y| ≤ 1, so the probability of acceptance there is √(1 − X²). Its mean over the channel width is

F = ½ ∫₋₁¹ √(1 − X²) dX.

Put X = sin θ, so that dX = cos θ dθ and the root is cos θ:

F = ½ ∫ cos²θ dθ, from −π/2 to π/2
  = ½ · π/2
  = π/4.

You averaged X² first, which gives 1/3, and took the root afterwards. The square root is a concave function, so the root of a mean is never below the mean of the root. Your 0.816 had to come out too high.

**Other beams**

The circle also answers neighbouring questions. Suppose the angles fill |ψ| ≤ kψc instead. At fixed Y the accepted entry points are |X| < √(1 − Y²), which is again the fraction √(1 − Y²) of the width. For k ≤ 1,

F = (1/2k) ∫₋ₖᵏ √(1 − Y²) dY = (1/k) ∫₀ᵏ √(1 − Y²) dY.

An antiderivative is ½[Y√(1 − Y²) + arcsin Y]. Its derivative is

½[√(1 − Y²) − Y²/√(1 − Y²) + 1/√(1 − Y²)],

and the last two terms combine to √(1 − Y²), so the total is √(1 − Y²) as required. Therefore

F = ½[√(1 − k²) + arcsin(k)/k]  for k ≤ 1.

As k → 0 both terms in the bracket tend to 1 and F → 1: in this model a parallel beam aligned with the planes is accepted completely. For k ≥ 1 the whole disc lies inside the beam's rectangle, whose area is 4k, so

F = π/(4k)  for k ≥ 1.

The two expressions agree at k = 1. A beam with half the critical spread has F = 0.957, and one with twice the critical spread has F = 0.393.

The word "angles" deserves care. If the beam fills a circular cone of half-angle ψc evenly, the projected angle is not uniform. The chord of the unit disc at height Y has length 2√(1 − Y²), so the density of Y is (2/π)√(1 − Y²). Multiplying by the acceptance √(1 − Y²) gives

F = (2/π) ∫₋₁¹ (1 − Y²) dY = (2/π)(2 − 2/3) = 8/(3π) ≈ 0.849.

The cone contains fewer ions at large projected angles, so a larger share of the whole beam is accepted.

**Numbers for boron in silicon**

Take boron at E = 800 keV in the {110} planar channel of silicon, with a rough height U0 = 80 eV. The lattice constant a = 0.5431 nm gives d = a/(2√2) = 0.1920 nm. Then

ψc = √(80 eV / 800 000 eV) = 0.0100 rad = 10.0 mrad (0.573°),

λ = π × 0.1920 nm / 0.0100 = 60.3 nm.

In the unscaled variables the disc is an ellipse with semi-axes d/2 and ψc:

ellipse: π × 0.0960 nm × 10.0 mrad = 3.016 nm mrad,

rectangle: 2 × 0.1920 nm × 10.0 mrad = 3.840 nm mrad.

Their ratio is 0.785. Of a dose of 1.00 × 10¹³ cm⁻², the part accepted at entry is 7.85 × 10¹² cm⁻².

An ion that enters halfway between mid-channel and a plane, at x = d/4 = 0.048 nm, has 20 eV of potential energy. That leaves 60 eV for transverse motion, so its limit is √(60/800 000) = 8.66 mrad. If it arrives at 9 mrad, it is below ψc and is still lost: its transverse energy is 64.8 + 20 = 84.8 eV, above 80 eV.

As a test of the area argument, Newton's equation was integrated over one wavelength for 90 000 ions spread evenly over the rectangle. The fraction that never reached a plane was 0.7854, in agreement with π/4.

**How far to trust π/4 for a real crystal**

Two assumptions about the channel itself can be examined here: the parabola, and the rule that an ion is safe until it reaches the plane itself.

Consider the shape first. For any symmetric potential that rises steadily from zero at mid-channel to U_top at the planes, the same energy argument gives, for a beam filled to its own critical angle √(U_top/E),

F = (1/d) ∫ √(1 − U(x)/U_top) dx, from −d/2 to d/2.

I evaluated this for a potential built from universal screened atomic potentials, summed over the planes and averaged over thermal vibrations with a rough rms amplitude of 0.0075 nm. Its height is 84.4 eV, so the round 80 eV is of the right size. The height depends on the screening function: Molière and Kr-C forms give 91 to 99 eV, and a bare charge of 5 in a Doyle–Turner silicon potential gives 106 eV, so 80 eV is at the low end. At x = d/4 it has risen to 12.4 eV, or 15 % of its height, where the parabola has reached 25 %. Ions entering there keep a larger share of the angular range. Over the full width the fraction is 0.812, about 3 % above π/4 in relative terms. The other potentials just named give 0.79 to 0.805, still above π/4 but by less. That this lies near your 0.816 is a coincidence, since the two numbers come from different potentials and different averages.

The second assumption costs more. Close to a plane an ion meets individual vibrating atoms, and the smooth potential no longer describes its motion. A rough criterion is to count as lost any ion that comes within two rms amplitudes, 0.015 nm, of a plane. The usable half-width is then r d/2 with r = 0.844.

In the harmonic model the condition A < r d/2 reads X² + Y² < r², a disc of area πr². If the beam still fills the original square, then

F = πr²/4 = 0.559.

One factor r comes from the lost width and the other from the lower critical angle, rψc. If the beam is narrowed to ±rψc, its rectangle has area 4r and F = πr/4 = 0.663.

With the screened potential and the same excluded margin, the potential at the edge of the safe region is 57.0 eV. The original beam, filling ±10.0 mrad, then has the fraction 0.600. This is 24 % below π/4 in relative terms, and the accepted dose falls from 7.85 × 10¹² to about 6.0 × 10¹² cm⁻². The result depends strongly on the chosen margin: one rms amplitude gives 0.75 and three give 0.46. At two amplitudes the other potentials give 0.62 to 0.67. So 0.6 illustrates the size of the effect and is not a prediction.

Some other effects, estimated for the same ion, are these:

- **Surface oxide.** In a 2 nm oxide layer, the chance of a single deflection larger than ψc is about 2 %. Many small deflections add to this and are not included. They move some ions across the edge of the accepted region, so the 2 % is not the whole effect of the oxide. Counting small and large deflections together lowers the harmonic fraction from 0.785 to about 0.76.
- **Energy loss.** The Lindhard–Scharff formula, an estimate that ignores where in the channel the ion moves, gives about 580 eV/nm. That is 35 keV, or 4.4 % of E, in one wavelength. Take this as a rough size only. The formula implies a total path of about 2.3 µm, longer than tabulated ranges of roughly 1.5 µm, so it runs low for a random direction, while a well-channelled ion meets fewer electrons than average.
- **Electron collisions.** A struck electron that takes up momentum q gains q²/(2mₑ), while the ion's transverse energy changes by at most q²/(2M) plus a cross term proportional to the ion's own transverse velocity. The cross term can have either sign, and averaged over kicks to all sides it does not raise the energy. The mean growth is therefore at most q²/(2M), shared between two transverse directions. For electrons initially at rest, the mean gain across the channel is then at most ½(mₑ/M) × 35 keV = 0.87 eV per wavelength, small beside 80 eV.
- **Relativity and quantization.** The speed is 0.0125 c. The accepted region of position and momentum, divided by Planck's constant, holds roughly 300 transverse levels, so classical counting is adequate.

Boron at several hundred keV and a dose near 10¹³ cm⁻² is in the regime of deep well implants. An implant can be tilted on purpose to reduce channelling, whereas this exercise assumes a beam centred on the planes. A real beam also has its own angular distribution, which need not be flat or end at ψc. If it is roughly flat but wider than ψc, the harmonic model gives π/(4k). If it is not flat, average the acceptance over the actual distribution of projected angles, taking √(1 − Y²) for |Y| ≤ 1 and zero for larger angles. Both rules count an ion as safe right up to the plane. With the screened potential and the margin used above, a flat beam with k = 2 has the fraction 0.30 instead of 0.393.

Finally, π/4 is a fraction at entry. A boron ion of this energy travels through many wavelengths before it stops, losing energy and meeting vibrating atoms and defects on the way. The fraction still channelled at a given depth, and hence the tail of the implanted profile, needs a calculation of dechannelling that this geometry does not contain. The numerical output below lists the main values used here.

Values computed for the example and the checks

```
INPUTS (boron in silicon {110}, rough values)
ion energy E = 800 keV
potential at planes U0 = 80 eV
lattice constant = 0.5431 nm
channel width d = 0.1920 nm
dose = 1.00e+13 cm^-2
HARMONIC CHANNEL
critical angle psi_c = 10.00 mrad
critical angle psi_c = 0.573 degree
wavelength, formula = 60.32 nm
wavelength, measured on path = 60.32 nm
ellipse area = 3.0162 nm mrad
rectangle area = 3.8403 nm mrad
pi/4 = 0.7854
accepted fraction, counted paths = 0.7854
number of paths counted = 90000
accepted dose = 7.85e+12 cm^-2
entry at x = d/4 = 0.0480 nm
potential there = 20.0 eV
angular limit there = 8.66 mrad
OTHER BEAMS (formula, counted)
angles to 0.5 psi_c: 0.9566, 0.9567
angles to 2.0 psi_c: 0.3927, 0.3928
circular cone to psi_c: 0.8488, 0.8497
NARROWED HARMONIC CHANNEL (formula, counted)
rms vibration amplitude = 0.0075 nm
width ratio r = 0.8438
angles to r psi_c: 0.6627, 0.6628
angles to psi_c: 0.5592, 0.5589
SCREENED THERMAL POTENTIAL (integral, counted)
height at planes = 84.4 eV
height at d/4 = 12.4 eV
its own critical angle = 10.27 mrad
full width, own critical angle: 0.812, 0.812
height at narrowed limit = 57.0 eV
narrowed, angles to psi_c: 0.600, 0.600
OTHER NEGLECTED EFFECTS
oxide thickness = 2.0 nm
chance of one deflection above psi_c in oxide = 2.19 %
electronic stopping (Lindhard-Scharff) = 581 eV/nm
energy loss per wavelength = 35.0 keV
relative energy loss per wavelength = 4.4 %
transverse heating per wavelength, at most = 0.87 eV
speed v/c = 0.0125
number of transverse levels = 312
```
